# Free-Energy Attraction Between Two Classical Thermal Drude Oscillators: test program

```python
"""
Result under test: two classical isotropic Drude oscillators in equilibrium at
temperature T, a distance R apart, have the interaction free energy
    F = (kT/2) [ln(1 - 4 a^2) + 2 ln(1 - a^2)] = -3 kT alpha^2 / R^6 + ...
with a = alpha/R^3, whatever their frequencies, at fixed alpha.
Symbols (Gaussian units): alpha = q^2/k polarizability volume, q charge,
k spring constant, m mass, omega0 = sqrt(k/m), x = hbar omega0/(2 kT).
Functions return free energies divided by kT unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Six-dimensional Gauss-Hermite grid for two unit-variance normal 3-vectors
nodes, weights = np.polynomial.hermite_e.hermegauss(8)
weights = weights / weights.sum()
GRID = np.array(np.meshgrid(*[nodes] * 6, indexing="ij")).reshape(6, -1)
WEIGHT = np.ones(GRID.shape[1])
for w in np.meshgrid(*[weights] * 6, indexing="ij"):
    WEIGHT = WEIGHT * w.ravel()
FIRST, SECOND = GRID[:3], GRID[3:]


def dipole_tensor(separation):
    r = np.linalg.norm(separation)
    n = separation / r
    return (3 * np.outer(n, n) - np.eye(3)) / r**3


def closed_form(a):
    return 0.5 * (np.log(1 - 4 * a**2) + 2 * np.log(1 - a**2))


def dipole_quadrature(alpha, separation):
    """Free energy, mean coupling, mean spring energy, free <V^2>; all in kT."""
    coupling = -alpha * np.sum(FIRST * (dipole_tensor(separation) @ SECOND), axis=0)
    change = np.sum(WEIGHT * np.expm1(-coupling))
    boltzmann = WEIGHT * np.exp(-coupling) / (1 + change)
    spring = 0.5 * np.sum(GRID**2, axis=0)
    return (-np.log1p(change), np.sum(boltzmann * coupling),
            np.sum(boltzmann * spring), np.sum(WEIGHT * coupling**2))


def coulomb_quadrature(alpha, variance, distance):
    """Four point charges; variance = kT/k. Free energy/kT and radial force/kT."""
    d1, d2 = np.sqrt(variance) * FIRST, np.sqrt(variance) * SECOND
    axis = np.array([[0.0], [0.0], [distance]])
    energy = np.full(GRID.shape[1], 1 / distance)
    force = np.full(GRID.shape[1], 1 / distance**2)
    for sign, vector in ((-1, axis + d2), (-1, axis - d1), (1, axis + d2 - d1)):
        length = np.sqrt(np.sum(vector**2, axis=0))
        energy += sign / length
        force += sign * vector[2] / length**3
    charge_squared = alpha / variance          # q^2/kT, since q^2 = alpha k
    energy *= charge_squared
    force *= charge_squared
    change = np.sum(WEIGHT * np.expm1(-energy))
    mean_force = np.sum(WEIGHT * np.exp(-energy) * force) / (1 + change)
    return -np.log1p(change), mean_force


def mode_frequencies(alphas, springs, masses, distance):
    """Coupled and uncoupled normal-mode frequencies from the Hessian."""
    q1, q2 = np.sqrt(np.array(alphas) * np.array(springs))
    hessian = np.diag(np.repeat(np.array(springs, float), 3))
    block = -q1 * q2 * dipole_tensor(np.array([0.0, 0.0, distance]))
    hessian[:3, 3:] = block
    hessian[3:, :3] = block
    root_mass = np.sqrt(np.repeat(np.array(masses, float), 3))
    coupled = np.sqrt(np.linalg.eigvalsh(hessian / np.outer(root_mass, root_mass)))
    free = np.sqrt(np.repeat(np.array(springs) / np.array(masses), 3))
    return coupled, free


def classical_modes(alphas, springs, masses, distance):
    coupled, free = mode_frequencies(alphas, springs, masses, distance)
    return np.sum(np.log(coupled)) - np.sum(np.log(free))


def quantum_modes(a, x):
    """Two equal quantum oscillators with omega0 = 1 at unit distance."""
    coupled, free = mode_frequencies((a, a), (1, 1), (1, 1), 1.0)

    def log_two_sinh(y):
        return y + np.log(-np.expm1(-2 * y))
    return np.sum(log_two_sinh(x * coupled)) - np.sum(log_two_sinh(x * free))


def quantum_ratio(x):
    """Leading quantum free energy divided by the classical -3 kT a^2."""
    return 0.5 * x * (1 / np.tanh(x) + x / np.sinh(x)**2)


def stiffness(alpha, positions):
    """Potential-energy matrix of N sites in units of 1/alpha."""
    count = len(positions)
    matrix = np.eye(3 * count)
    for i in range(count):
        for j in range(count):
            if i != j:
                matrix[3*i:3*i+3, 3*j:3*j+3] = -alpha * dipole_tensor(
                    positions[i] - positions[j])
    return matrix


def three_body(a):
    """Free energy of an equilateral triangle of unit side minus its pairs."""
    corners = np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(0.75), 0]], float)
    total = 0.5 * np.linalg.slogdet(stiffness(a, corners))[1]
    return total - 3 * 0.5 * np.linalg.slogdet(stiffness(a, corners[:2]))[1]


# Configurational integral against the closed form, on an oblique axis
oblique = np.array([1.0, 2.0, 2.0]) / 3
strong_a = 0.1
strong_quadrature = dipole_quadrature(strong_a, oblique)
assert abs(strong_quadrature[0] - closed_form(strong_a)) < 1e-9

# Leading coefficient and first correction, from the integral itself
small_a = 0.02
f_small, coupling_small, spring_small, square_small = dipole_quadrature(small_a, oblique)
leading_coefficient = f_small / small_a**2
next_coefficient = (f_small / (-3 * small_a**2) - 1) / small_a**2
assert abs(leading_coefficient + 3) < 3e-3      # next order is 4.5 a^2
assert abs(next_coefficient - 1.5) < 0.01
assert abs(-square_small / 2 + 3 * small_a**2) < 1e-12

# Energy balance: total energy unchanged, coupling energy -6 kT a^2
assert abs(strong_quadrature[1] + strong_quadrature[2] - 3) < 1e-8
assert abs(coupling_small / (-6 * small_a**2) - 1) < 2e-3   # next order 3 a^2
assert abs((spring_small - 3) / (6 * small_a**2) - 1) < 2e-3

# Four Coulomb charges: dipole limit, finite spring length, mean force
weak_a, weak_variance = 1e-4, 1e-4
f_charges, force_charges = coulomb_quadrature(weak_a, weak_variance, 1.0)
length_coefficient = (f_charges / closed_form(weak_a) - 1) / weak_variance
assert abs(length_coefficient / 15 - 1) < 0.03
assert abs(force_charges / (-18 * weak_a**2) - 1) < 5e-3   # finite length, 20 kT/k

# Frequencies and masses drop out at fixed polarizabilities
mode_results = []
for springs, masses in (((1, 1), (1, 1)), ((1, 50), (3, 0.2)), ((400, 7), (0.01, 90))):
    mode_results.append(classical_modes((0.1, 0.1), springs, masses, 1.0))
    assert abs(mode_results[-1] - closed_form(0.1)) < 1e-10
unlike = classical_modes((0.004, 0.012), (2, 9), (1, 5), 1.0)
assert abs(unlike / (-3 * 0.004 * 0.012) - 1) < 2e-4

# Quantum oscillators: closed coefficient, classical limit, London limit
for x in (0.05, 0.5, 2.0, 20.0):
    exact_ratio = quantum_modes(0.003, x) / (-3 * 0.003**2)
    assert abs(exact_ratio / quantum_ratio(x) - 1) < 1e-4
x_test = 0.3
classical_part = classical_modes((1e-3, 1e-3), (1, 1), (1, 1), 1.0)
quartic = (quantum_modes(1e-3, x_test) / classical_part - 1) / x_test**4
assert abs(quartic * 45 - 1) < 0.03             # next order is about 0.19 x^2
london_test = quantum_modes(0.003, 20.0) / (-0.75 * 2 * 20.0 * 0.003**2)
assert abs(london_test - 1) < 1e-4

# Stability limit R^3 = 2 alpha and the three-body coefficient
for scale, stable in ((1.01, True), (0.99, False)):
    sites = np.array([[0, 0, 0], [0, 0, scale * 2**(1 / 3)]], float)
    assert (np.linalg.eigvalsh(stiffness(1.0, sites))[0] > 0) == stable
three_body_coefficient = three_body(1e-3) / 1e-9
assert abs(three_body_coefficient / (33 / 8) - 1) < 0.02

# Worked example: Drude particles in polarizable molecular dynamics
alpha = 0.0015            # nm^3
distance = 0.40           # nm
spring = 4300.0           # eV/nm^2
mass_u = 0.4              # atomic mass units
temperature = 300.0       # K
cold_temperature = 1.0    # K
electronic_quantum = 10.0  # eV, rough electronic excitation energy
boltzmann_ev = const.k / const.e
kT = boltzmann_ev * temperature
coulomb_ev_nm = const.e / (4 * np.pi * const.epsilon_0) * 1e9
charge = np.sqrt(alpha * spring / coulomb_ev_nm)
omega = np.sqrt(spring * const.e * 1e18 / (mass_u * const.atomic_mass))
drude_quantum = const.hbar * omega / const.e
variance = kT / spring
a = alpha / distance**3
leading = -3 * kT * a**2
full = kT * closed_form(a)
f_example, coupling, spring_energy, _ = dipole_quadrature(
    alpha, np.array([0.0, 0.0, distance]))
assert abs(f_example * kT / full - 1) < 1e-8
f_coulomb, force_coulomb = coulomb_quadrature(alpha, variance, distance)
assert abs(f_coulomb * kT / full - 1) < 5e-3
energy_change = coupling + spring_energy - 3
entropy_term = kT * (energy_change - f_example)
cold = -3 * boltzmann_ev * cold_temperature * a**2
x_drude = drude_quantum / (2 * kT)
x_electron = electronic_quantum / (2 * kT)
electronic = leading * quantum_ratio(x_electron)
x_limit = brentq(lambda y: quantum_ratio(y) - 1.01, 0.1, 3.0)
triangle = three_body(a)
micro = 1e6

print("TESTS")
print(f"a = 0.1, F/kT by quadrature: {strong_quadrature[0]:.8f}")
print(f"a = 0.1, F/kT by closed form: {closed_form(strong_a):.8f}")
for label, value in zip(("equal", "unlike A", "unlike B"), mode_results):
    print(f"a = 0.1, F/kT from modes, {label} oscillators: {value:.8f}")
print(f"a = 0.02, F/(kT a^2) by quadrature: {leading_coefficient:.5f}")
print(f"a = 0.02, coefficient of a^2 in the correction: {next_coefficient:.4f}")
print(f"finite-length coefficient of kT/(k R^2): {length_coefficient:.3f}")
print(f"force R/(kT a^2), four charges: {force_charges / weak_a**2:.3f}")
print(f"45 times the coefficient of x^4 at x = 0.3: {45 * quartic:.3f}")
print(f"three-body coefficient of kT a^3: {three_body_coefficient:.3f}")
print("EXAMPLE INPUTS")
print(f"polarizability volume: {alpha:.4f} nm^3")
print(f"distance: {distance:.2f} nm")
print(f"spring constant: {spring:.0f} eV/nm^2")
print(f"Drude mass: {mass_u:.1f} u")
print(f"temperature: {temperature:.0f} K")
print(f"cold Drude temperature: {cold_temperature:.0f} K")
print(f"rough electronic quantum: {electronic_quantum:.0f} eV")
print("EXAMPLE RESULTS")
print(f"kT: {kT:.5f} eV")
print(f"Drude charge: {charge:.3f} e")
print(f"Drude period: {2 * np.pi / omega * 1e15:.2f} fs")
print(f"rms Drude displacement: {np.sqrt(3 * variance):.5f} nm")
print(f"a = alpha/R^3: {a:.6f}")
print(f"stability limit (2 alpha)^(1/3): {(2 * alpha)**(1 / 3):.4f} nm")
print(f"leading free energy: {leading * micro:.3f} micro-eV")
print(f"leading free energy: {leading * const.e * const.N_A:.3f} J/mol")
print(f"closed-form free energy: {full * micro:.3f} micro-eV")
print(f"four-charge free energy: {f_coulomb * kT * micro:.3f} micro-eV")
print(f"mean coupling energy: {coupling * kT * micro:.3f} micro-eV")
print(f"rise of spring energy: {(spring_energy - 3) * kT * micro:.3f} micro-eV")
print(f"T times entropy gain: {entropy_term * micro:.3f} micro-eV")
print(f"leading radial force: {6 * leading / distance * micro:.1f} micro-eV/nm")
print(f"four-charge radial force: {force_coulomb * kT * micro:.1f} micro-eV/nm")
print(f"leading free energy, cold Drude: {cold * micro:.4f} micro-eV")
for r in (0.30, 0.50, 0.60):
    far_a = alpha / r**3
    print(f"R = {r:.2f} nm: leading {-3 * kT * far_a**2 * micro:.3f}, "
          f"closed {kT * closed_form(far_a) * micro:.3f} micro-eV")
print("NEGLECTED EFFECTS")
print(f"higher orders in a: {100 * (full / leading - 1):.4f} %")
print(f"finite length, four charges/closed: {100 * (f_coulomb * kT / full - 1):.4f} %")
print(f"triangle, three-body term: {triangle * kT * micro:.3f} micro-eV")
print(f"three-body/sum of pairs: {100 * triangle / (3 * closed_form(a)):.3f} %")
print(f"Drude quantum hbar omega0: {drude_quantum:.4f} eV")
print(f"quantum/classical, same Drude oscillator: {quantum_ratio(x_drude):.3f}")
print(f"quantum free energy, electronic: {electronic * micro:.1f} micro-eV")
print(f"quantum/classical, electronic: {electronic / leading:.2f}")
print(f"classical law within 1 % up to hbar omega0: {2 * x_limit * kT:.4f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
TESTS
a = 0.1, F/kT by quadrature: -0.03046133
a = 0.1, F/kT by closed form: -0.03046133
a = 0.1, F/kT from modes, equal oscillators: -0.03046133
a = 0.1, F/kT from modes, unlike A oscillators: -0.03046133
a = 0.1, F/kT from modes, unlike B oscillators: -0.03046133
a = 0.02, F/(kT a^2) by quadrature: -3.00180
a = 0.02, coefficient of a^2 in the correction: 1.5015
finite-length coefficient of kT/(k R^2): 15.019
force R/(kT a^2), four charges: -18.036
45 times the coefficient of x^4 at x = 0.3: 0.983
three-body coefficient of kT a^3: 4.108
EXAMPLE INPUTS
polarizability volume: 0.0015 nm^3
distance: 0.40 nm
spring constant: 4300 eV/nm^2
Drude mass: 0.4 u
temperature: 300 K
cold Drude temperature: 1 K
rough electronic quantum: 10 eV
EXAMPLE RESULTS
kT: 0.02585 eV
Drude charge: 2.116 e
Drude period: 6.17 fs
rms Drude displacement: 0.00425 nm
a = alpha/R^3: 0.023437
stability limit (2 alpha)^(1/3): 0.1442 nm
leading free energy: -42.603 micro-eV
leading free energy: -4.111 J/mol
closed-form free energy: -42.638 micro-eV
four-charge free energy: -42.660 micro-eV
mean coupling energy: -85.346 micro-eV
rise of spring energy: 85.346 micro-eV
T times entropy gain: 42.638 micro-eV
leading radial force: -639.0 micro-eV/nm
four-charge radial force: -640.5 micro-eV/nm
leading free energy, cold Drude: -0.1420 micro-eV
R = 0.30 nm: leading -239.370, closed -240.487 micro-eV
R = 0.50 nm: leading -11.168, closed -11.170 micro-eV
R = 0.60 nm: leading -3.740, closed -3.740 micro-eV
NEGLECTED EFFECTS
higher orders in a: 0.0825 %
finite length, four charges/closed: 0.0517 %
triangle, three-body term: 1.248 micro-eV
three-body/sum of pairs: -0.976 %
Drude quantum hbar omega0: 0.6703 eV
quantum/classical, same Drude oscillator: 6.483
quantum free energy, electronic: -4119.9 micro-eV
quantum/classical, electronic: 96.70
classical law within 1 % up to hbar omega0: 0.0438 eV
ALL CHECKS PASSED
```
